# The Deser–Trueman shift and its Coulomb logarithm

Suppose the short-range interaction in an exotic atom is known through its scattering length $a$, while the atom shows the displacement of an S level. One must decide whether the linear conversion between the two is accurate enough, and whether $a$ alone is sufficient input. In the model below, with a range of one hundredth of the Bohr radius, the linear formula misses the 1S shift by 4%. The next term removes most of that error, but needs a second length besides $a$.

## Setting and statement

A particle of reduced mass $\mu$ moves nonrelativistically in $-Z/r+V_s(r)$, with $V_s=0$ for $r>R$. Lengths are in units of $B=1/(\mu Z)$ bohr and energies in units of $\mu Z^2$ hartree. The reduced mass, and with it the nonrelativistic recoil, sits entirely in these units. The S-wave function $u=r\psi$ (up to a constant) obeys

$$u''=2\left(V_s-\frac1r-E\right)u,\qquad u(0)=0 .$$

Without the Coulomb term and at $E=0$, let $u_0$ be the regular solution, normalised so that

$$u_0=1-\frac ra\qquad (r>R).$$

This defines $a$; a hard sphere has $a=R>0$. A second length $\rho$ is defined by

$$-\ln\rho=\int_0^R\frac{u_0^2}{r}\,dr-\ln R+\frac{2R}{a}-\frac{R^2}{2a^2}. \tag{1}$$

To give "short range" a precise meaning, take $V_s(r)=R^{-2}w(r/R)$ with a fixed bounded shape $w$, and let $R\to0$. Then $a/R$ and $\rho/R$ are fixed numbers. Assume that $a$ is finite and not zero.

**Theorem.** The level that tends to $-1/(2n^2)$ as $R\to0$ is displaced by

$$\Delta E_n=\frac{2a}{n^3}\left\{1+2a\,b_n\right\}+O(R^3\ln^2R), \tag{2}$$

$$b_n=\ln\frac{2\rho}{n}+2\gamma+\psi(n)-\frac1n ,$$

where $\gamma$ is Euler's constant and $\psi$ the digamma function. Since $\psi(1)=-\gamma$, $b_1=\ln(2\rho)+\gamma-1$.

In Hartree units the leading term is $2\mu^2Z^3a/n^3$, and in the correction $a$ and $\rho$ are divided by $B$. As $|\psi_n(0)|^2=1/(\pi n^3)$, the leading term is also $2\pi a|\psi_n(0)|^2$: the first-order energy of a contact potential whose strength is set by the full scattering length.

## Lemma 1: the Coulomb wave outside the well

Write $E=-1/(2\nu^2)$. *The decaying solution for $r>R$, suitably normalised, behaves at small $r$ as*

$$\Phi=1-2r\left[\ln 2r+2\gamma-1+h(\nu)\right]+O(r^2\ln r), \tag{3}$$

$$h(\nu)=\psi(1-\nu)+\frac1{2\nu}-\ln\nu .$$

*Proof.* With $z=2r/\nu$ the outer equation is $u_{zz}=(\tfrac14-\nu/z)u$. Put $u=ze^{-z/2}I(z)$; then

$$zI''+(2-z)I'-(1-\nu)I=0 .$$

For $\nu<1$ this is solved by

$$I=\int_0^\infty e^{-zt}g(t)\,dt,\qquad g=\left(\frac{1+t}{t}\right)^{\nu}.$$

Insertion gives the integrand $e^{-zt}g\,[z(t^2+t)-2t-(1-\nu)]$. Integrating the term with $z$ by parts replaces $z(t^2+t)g$ by $[t(1+t)g]'$; the boundary terms vanish for $\nu<1$. Because $g'=-\nu g/[t(1+t)]$, this derivative is $(1+2t-\nu)g$, which cancels the rest.

For small $z$, split off the slowly decreasing part $1+\nu/(1+t)$ of $g$. It contributes $1/z-\nu(\ln z+\gamma)$, up to terms that vanish with $z$. The remainder tends to

$$K=\int_0^\infty\left[g-1-\frac{\nu}{1+t}\right]dt=\int_0^1\frac{y^{-\nu}-1-\nu(1-y)}{(1-y)^2}\,dy ,$$

with $y=t/(1+t)$. Integrate by parts, using $y/(1-y)$ as the antiderivative of $(1-y)^{-2}$; the boundary terms vanish:

$$K=\nu\int_0^1\frac{y^{-\nu}-y}{1-y}\,dy=\nu\left[1-\int_0^1\frac{1-y^{-\nu}}{1-y}\,dy\right]=\nu\left[1-\psi(1-\nu)-\gamma\right].$$

The last step is the standard integral for $\psi$. Hence

$$\Phi=ze^{-z/2}I=1-\frac z2-\nu z(\ln z+\gamma)+zK+\dots$$

Setting $\nu z=2r$, $z/2=r/\nu$ and $\ln z=\ln2r-\ln\nu$ gives (3). The function $\Phi$ is $\Gamma(1-\nu)$ times the Whittaker function $W_{\nu,1/2}(z)$, which is analytic in $\nu$ and decays for every $\nu>0$. Equation (3) therefore continues to all noninteger $\nu>0$. ∎

Define two solutions of the outer equation by their small-$r$ forms,

$$F_E=r-r^2+\dots,\qquad G_E=1-2r(\ln2r+2\gamma-1)+\dots,$$

where $G_E$ has no further term linear in $r$. Energy enters $F_E$ first at order $Er^3$ and $G_E$ at order $Er^2$. Lemma 1 now reads $\Phi=G_E-2h(\nu)F_E$.

## Lemma 2: the level condition

Let the regular solution continue outside the well as $u_E=G_E-F_E/A(E)$, and let $A_c=A(0)$ be the Coulomb-modified scattering length. Comparison with $\Phi$ gives the level condition $2h(\nu)=1/A(E)$, with no approximation. *Moreover,*

$$2h(\nu)=\frac1{A_c}+O(R). \tag{4}$$

*Proof.* First we need the size of $u_E$ inside the well. Let $v$ be the regular solution with the same slope at the origin as $u_0$. In the variable $r/R$, the Coulomb term has strength of order $R$ and the energy term of order $R^2$, so $v=u_0+O(R)$ and $Rv'=Ru_0'+O(R)$. Set $u_E=Nv$. The Wronskian $G_EF_E'-G_E'F_E$ is constant and equals 1, its value at $r\to0$. Therefore, at $r=R$,

$$\frac1N=vF_E'-v'F_E=\left(1-\frac Ra\right)+\frac Ra+O(R)=1+O(R),$$

and $u_E=u_0+O(R)$ throughout the well. Comparing the outer form with $1-R/a$ at $r=R$ also gives $1/A(E)=1/a+O(\ln R)$.

Now compare $u_E$ with the zero-energy wave $u_c$. Their Wronskian obeys $(u_E'u_c-u_Eu_c')'=-2Eu_Eu_c$. Let a tilde denote the outer form continued inward to $r<R$. As $r\to0$ the logarithms in the continued Wronskian cancel, leaving $1/A_c-1/A(E)$. Integrating the true and the continued waves to $R$, where they agree, and subtracting gives

$$\frac1{A_c}-\frac1{A(E)}=-2E\int_0^R\left(u_Eu_c-\tilde u_E\tilde u_c\right)dr=O(R). ∎$$

Thus (4) makes a relative error of order $R^2$ in $A_c$. In the numerical cases, the resulting relative error in $\nu-n$ is at most $0.84R^2$, with $R$ in units of $B$.

## Lemma 3: from $a$ to the Coulomb-modified scattering length

$$\frac1{A_c}=\frac1a-2\left[\ln2\rho+2\gamma\right]+O(R\ln R). \tag{5}$$

*Proof.* Both $u_c$ and $u_0$ feel $V_s$, so it cancels in

$$(u_c'u_0-u_cu_0')'=-\frac{2u_cu_0}{r}.$$

Integrate the true waves from $0$ to $R$, and the continued outer forms from $\varepsilon$ to $R$. The Wronskians agree at $R$, so the continued one at $\varepsilon$ is

$$-2\left[\int_0^R\frac{u_cu_0}{r}dr-\int_\varepsilon^R\frac{\tilde u_c\tilde u_0}{r}dr\right].$$

It can also be evaluated directly. From $G_0'=-2(\ln2r+2\gamma)+\dots$ it tends to

$$-2(\ln2\varepsilon+2\gamma)-\frac1{A_c}+\frac1a .$$

In the integrals replace $u_c$ by $u_0$ and $\tilde u_c$ by $\tilde u_0=1-r/a$. By the estimates in Lemma 2 the errors are $O(R)$ inside and $O(r|\ln r|)$ in the continued form, which changes the integrals by $O(R\ln R)$. The second integral becomes

$$\int_\varepsilon^R\frac{(1-r/a)^2}{r}dr=\ln\frac R\varepsilon-\frac{2R}a+\frac{R^2}{2a^2},$$

up to terms vanishing with $\varepsilon$. By (1), the difference of the integrals is $-\ln\rho+\ln\varepsilon$. Equating the two evaluations,

$$\frac1a-\frac1{A_c}-2\ln2\varepsilon-4\gamma=2\ln\rho-2\ln\varepsilon .$$

The cutoff $\varepsilon$ drops out and (5) remains. ∎

The logarithm comes from the potential $1/r$ acting on the constant part of the outer wave $1-r/a$. The short-range wave sets its lower end, $\rho$. The Coulomb wave sets its upper end, which in (5) is $e^{-2\gamma}/2=0.158$ Bohr radii.

## Proof of the theorem

Set $\nu=n+\eta$. The reflection formula $\psi(1-\nu)=\psi(\nu)+\pi\cot\pi\nu$, with $\pi\cot\pi(n+\eta)=1/\eta+O(\eta)$, gives

$$h=\frac1\eta+s_n+O(\eta),\qquad s_n=\psi(n)+\frac1{2n}-\ln n .$$

Equation (4) becomes $1/\eta=1/(2A_c)-s_n+O(R)$, hence

$$\eta=2A_c+4A_c^2s_n+O(R^3).$$

The energy expands as

$$\Delta E_n=\frac1{2n^2}-\frac1{2(n+\eta)^2}=\frac{\eta}{n^3}-\frac{3\eta^2}{2n^4}+O(\eta^3).$$

Inserting $\eta$, the quadratic terms combine through $s_n-3/(2n)=\psi(n)-\ln n-1/n$:

$$\Delta E_n=\frac{2A_c}{n^3}\left\{1+2A_c\left[\psi(n)-\ln n-\frac1n\right]\right\}+O(R^3).$$

Finally (5) gives $A_c=a+2a^2[\ln2\rho+2\gamma]+O(R^3\ln^2R)$. Substitution yields (2). ∎

**Remark 1, sign.** For real $a$ the correction is $4a^2b_n/n^3$. For small $\rho$, $b_n$ is negative, so the correction lowers the level whatever the sign of $a$. It enlarges a downward shift and reduces an upward one. A small range does not by itself make $\rho$ small, however. For a weak attractive well $\rho$ can far exceed $R$, and $b_n$ can then be positive: the square well below with $x=0.5$ and $R=0.01$ has $b_1=+2.9$.

**Remark 2, comparing levels.** At this order the length $\rho$ cancels between levels:

$$\frac{n^3\Delta E_n}{\Delta E_1}=1+2a(b_n-b_1)+\dots,\qquad b_2-b_1=\frac32-\ln2 .$$

For large $n$, $\psi(n)-\ln n-1/n\to0$, and $n^3\Delta E_n$ tends to $2A_c$ at this order.

**Remark 3, hard sphere.** Here $u_0=0$ inside and $a=R$, so (1) gives $\rho=Re^{-3/2}$. The condition $u_c(R)=0$ gives directly

$$A_c=\frac{F_0(R)}{G_0(R)}=R+R^2(2\ln2R+4\gamma-3)+\dots,$$

which is what (5) yields with this $\rho$. The formula thus also holds in this limit of an unbounded barrier.

## The square well

Let $V_s=-V_0$ for $r<R$ and $x=R\sqrt{2V_0}$. Then $u_0=C\sin(xr/R)$, and continuity at $R$ requires

$$C\sin x=1-\frac Ra,\qquad \frac{Cx\cos x}{R}=-\frac1a .$$

Dividing the first by the second gives $R\tan x/x=R-a$, so

$$a=R\left(1-\frac{\tan x}{x}\right),\qquad C=-\frac{R}{ax\cos x}.$$

With $\sin^2y=(1-\cos2y)/2$, the integral in (1) is

$$C^2\int_0^x\frac{\sin^2y}{y}dy=\frac{C^2}{2}\left[\gamma+\ln2x-\mathrm{Ci}(2x)\right],$$

where $\mathrm{Ci}$ is the cosine integral. Therefore

$$\ln\frac\rho R=-\frac{R^2}{a^2}\left\{\frac{\gamma+\ln2x-\mathrm{Ci}(2x)}{2x^2\cos^2x}-\frac12+\frac{2a}R\right\}.$$

A barrier has imaginary $x$, and the same formulas apply.

**Main case.** Take $R=0.01$ and $x=1$, so $V_0=x^2/(2R^2)=5000$. Then $a=-0.5574R=-0.005574$ and $\rho=1.692R=0.01692$. The bracket is $b_1=-3.809$, and the relative correction is

$$2ab_1=(-0.011148)(-3.809)=0.0425 .$$

The reference shift solves this model numerically: the inner solution, Coulomb force included, is joined to the Whittaker function. Direct integration of the radial equation gives the same 1S value to all printed digits.

| Level | Leading | Corrected | Reference |
|---|---:|---:|---:|
| 1S | −0.011148 | −0.011622 | −0.011634 |
| 2S | −0.0013935 | −0.0014402 | −0.0014407 |
| 3S | −0.0004129 | −0.0004255 | −0.0004256 |

Relative to the reference, the leading 1S shift is 4.2% too small in magnitude and the corrected one 0.11%. Reading $a$ from the reference shift with the linear formula would give $-0.005817$, too large in magnitude by 4.4%. The correction needs only a moderate knowledge of $\rho$: doubling $\rho$ changes the shift by a fraction $2|a|\ln2=0.8\%$. Remark 2 can be checked too. It predicts that $8\Delta E_2/\Delta E_1$ lies below one by $0.01115\times0.807=0.0090$; the reference values give 0.0093.

First-order perturbation theory with the undistorted 1S wave gives $-0.00657$, just 56% of the reference. To leading order in $R$ it replaces $a$ by the first term of its expansion in the well strength, $-x^2R/3=-0.333R$. The actual value is $-0.557R$, because the well distorts the wave strongly at short range. The atomic shift is small, but first order in the well strength is not enough. The expansion of $a$ does converge for $x<\pi/2$, though slowly here: two terms give $-0.467R$ and three give $-0.521R$.

For a model atom with $\mu=250$ electron masses and $Z=1$, $B=211.67$ fm and the energy unit is 6802.8 eV. The leading, corrected and reference 1S shifts are $-75.8$, $-79.1$ and $-79.1$ eV. The model leaves out the extended charge, vacuum polarisation and relativistic effects, which a comparison with a real atom must treat separately.

**An attractive well with an upward shift.** At $x=2$ and $R=0.01$ the well is strong enough ($x>\pi/2$) to bind a deep state by itself. With the Coulomb attraction included, this state lies at $E=-2149.5$. The scattering length is $a=+0.0209$. The atomic level lies above its Coulomb value although the potential attracts. Its wave has a node at $r=0.0206$, close to $a$, as the form $1-r/a$ suggests. The label 1S here means the level that tends to $-1/2$ as $R\to0$ at fixed $x$; it does not count nodes. If instead the well is deepened from zero at fixed $R=0.01$, every level falls: the Coulomb 1S level becomes the deep state, and the 2S level comes down to $-0.466$. Since $a$ is larger, the expansion is poorer: the leading shift is 24% too large and the corrected one 5.0% too small. At $R=0.001$ these errors fall to 3.3% and 0.10%.

**Absorption.** The proof uses $u_0^2$, never $|u_0|^2$, so it covers a complex potential. The level moves by $\Delta E=\epsilon-i\Gamma/2$, where $\Gamma$ is the width. For $x^2=1+0.5i$ and $R=0.01$, $a=-0.00416-0.00419i$.

| 1S | $\epsilon$ | $\Gamma$ |
|---|---:|---:|
| Leading | −0.008311 | 0.01675 |
| Corrected | −0.008181 | 0.01793 |
| Reference | −0.008155 | 0.01794 |

The real and imaginary parts of $a$ are nearly equal, so $a^2$ is almost purely imaginary. In $4a^2b_1$ the large real part of the logarithm therefore feeds mainly the width, which the leading formula underestimates by 6.6%.

## Order of the error and limits of use

The theorem predicts relative errors of order $R\ln R$ for the leading term and $R^2\ln^2R$ for the corrected formula. This was tested for the two wells, the absorptive well and a barrier with $x^2=-9$, each for $n=1,2,3$. Between $R=10^{-3}$ and $10^{-4}$ the leading error falls as a power of $R$ between 0.84 and 0.90, and the corrected error as a power between 1.61 and 1.79. Powers somewhat below 1 and 2 are what the logarithms produce over a finite interval. The numerical output lists the individual 1S errors for the two real wells and the barrier; the other cases enter the quoted ranges of powers.

When $a/R$ is not small, the expansion parameter is $2|a\,b_n|$, and it must be small; $R\ll1$ alone is not enough. It fails when the well is close to binding a new state by itself, near $x=\pi/2$, because $|a|$ then grows without limit. It also needs care where $a$ passes through zero. There $\ln\rho$ diverges through the terms in $1/a^2$, although $a^2\ln\rho$ stays finite, and the leading term no longer dominates. That case lies outside the theorem, whose error estimates hold $a/R$ fixed and nonzero. What fails there is the linear formula; (2) can remain accurate even though $2|a\,b_n|$ is large. For the square well with $R=0.01$ and $x=4.4934$, next to the first zero of $a$, $2ab_1\approx-4\times10^{2}$. The leading 1S shift is below $10^{-6}$, while (2) gives $-3.69\times10^{-4}$ and the numerical solution $-3.68\times10^{-4}$.

## Computed values

```
Units: length B, energy mu Z^2 hartree, unless stated
Main well: R = 0.0100 B, x = 1, V0 = 5000.0
a = -0.0055741 B, a/R = -0.55741
rho = 0.0169228 B, rho/R = 1.69228
A_c = -0.0057145 B
1S bracket ln(2rho)+gamma-1 = -3.80873
1S relative correction = 0.04246
Main well: n, leading, corrected, exact shift
1 -0.01114815 -0.01162151 -0.01163408
2 -0.00139352 -0.00144015 -0.00144069
3 -0.00041289 -0.00042551 -0.00042559
1S shift by direct integration = -0.01163408
1S first-order perturbation shift = -0.00656746
1S relative error of leading and corrected formula
well x=1, R = 1e-02 B: -4.18e-02 -1.08e-03
well x=1, R = 1e-03 B: -6.81e-03 -3.95e-05
well x=1, R = 1e-04 B: -9.38e-04 -8.12e-07
well x=2, R = 1e-02 B: +2.36e-01 -4.99e-02
well x=2, R = 1e-03 B: +3.28e-02 -1.02e-03
well x=2, R = 1e-04 B: +4.24e-03 -1.74e-05
barrier, R = 1e-02 B: +8.41e-02 -6.55e-03
barrier, R = 1e-03 B: +1.14e-02 -1.26e-04
barrier, R = 1e-04 B: +1.45e-03 -2.06e-06
Power of R, leading error: 0.84 to 0.90
Power of R, corrected error: 1.61 to 1.79
Largest error of h = 1/(2A_c), over R^2: 0.84
Well x=2, R = 0.01 B: a = 0.020925 B
  deep level E = -2149.5
  node of 1S wave at r = 0.020565 B
Well x=2, R = 0.001 B, 1S leading, corrected, exact:
  0.00418504 0.00404797 0.00405211
Absorptive well, x^2 = 1 + 0.5i, R = 0.01 B
  a = -0.004156 -0.004187i B
  leading: shift -0.0083114, width 0.0167486
  corrected: shift -0.0081811, width 0.0179324
  exact: shift -0.0081548, width 0.0179386
Model atom: mu = 250 electron masses, Z = 1
  B = 211.67 fm, energy unit = 6802.8 eV
  1S leading = -75.84 eV
  1S corrected = -79.06 eV
  1S exact = -79.14 eV
```
